# Path-integral Langevin sampling with exact free ring-polymer motion: test program

```python
"""Path-integral Langevin thermostat with exact free ring-polymer motion.

Result under test: the step O/2 B/2 A B/2 O/2 samples the n-bead ring polymer.
  O: exact Ornstein-Uhlenbeck motion of normal-mode momenta, friction 2*omega_k
     for internal modes and gamma_0 for the centroid
  B: kick by the physical force;  A: exact free ring-polymer rotation
Symbols: q, p = normal-mode positions and momenta (rows are independent rings),
x = bead positions, beta = inverse temperature, beta_n = beta/n, dt = time step,
scale = factor multiplying the internal frictions 2*omega_k.
Units: hbar = m = 1 and harmonic frequency of the well = 1.
"""
import numpy as np
from scipy.linalg import expm, solve_discrete_lyapunov
from scipy.integrate import simpson
from scipy.optimize import brentq

mass, beta, n, gamma_0 = 1.0, 4.0, 16, 1.0
beta_n = beta / n
omega_n = 1.0 / beta_n
k = np.arange(n)
omega = 2 * omega_n * np.sin(k * np.pi / n)
inner = k[1:]


def normal_mode_matrix():
    j = np.arange(1, n + 1)[:, None]
    c = np.sqrt(2 / n) * np.where(k < n / 2, np.cos(2 * np.pi * j * k / n),
                                  np.sin(2 * np.pi * j * k / n))
    c[:, 0] = 1 / np.sqrt(n)
    c[:, n // 2] = (-1.0) ** j[:, 0] / np.sqrt(n)
    return c


C = normal_mode_matrix()


def potential(x):
    x2 = x * x
    return 0.5 * x2 + 0.25 * x2 * x2


def gradient(x):
    return x + x * x * x


def mode_force(q, grad):
    return -grad(q @ C.T) @ C


def coefficients(dt, scale=1.0):
    gamma = 2 * scale * omega
    gamma[0] = gamma_0
    keep = np.exp(-gamma * dt / 2)
    kick = np.sqrt(mass / beta_n * (1 - keep**2))
    drift = dt * np.sinc(omega * dt / np.pi) / mass
    return (np.cos(omega * dt), drift, mass * omega * np.sin(omega * dt),
            keep, kick)


def free_motion(q, p, coef):
    return q * coef[0] + p * coef[1], p * coef[0] - q * coef[2]


def step(q, p, f, grad, dt, coef, noise_a, noise_b):
    p = coef[3] * p + coef[4] * noise_a
    p = p + 0.5 * dt * f
    q, p = free_motion(q, p, coef)
    f = mode_force(q, grad)
    p = p + 0.5 * dt * f
    p = coef[3] * p + coef[4] * noise_b
    return q, p, f


# Exact free motion against the matrix exponential in bead coordinates
rng = np.random.default_rng(11)
eye = np.eye(n)
assert np.allclose(C.T @ C, eye, atol=1e-12)
laplacian = 2 * eye - np.roll(eye, 1, axis=0) - np.roll(eye, -1, axis=0)
generator = np.block([[np.zeros((n, n)), eye / mass],
                      [-mass * omega_n**2 * laplacian, np.zeros((n, n))]])
beads = rng.normal(size=2 * n)
direct = expm(generator * 0.37) @ beads
q_new, p_new = free_motion(beads[:n] @ C, beads[n:] @ C, coefficients(0.37))
free_error = np.max(np.abs(np.r_[C @ q_new, C @ p_new] - direct))
assert free_error < 1e-10

# Correlation times of a damped oscillator (omega = 1), from their definition.
# In scaled variables the stationary covariance is the unit matrix.
times = np.arange(0, 200.005, 0.01)
tau_energy, tau_potential = {}, {}
for g in (0.4, 1.0, 2.0, 10.0):
    short = expm(np.array([[0.0, 1.0], [-1.0, -g]]) * 0.01)
    prop = np.eye(2)
    corr_h, corr_v = np.empty(len(times)), np.empty(len(times))
    for i in range(len(times)):
        corr_h[i] = 0.5 * np.sum(prop * prop)
        corr_v[i] = prop[0, 0] ** 2
        prop = short @ prop
    tau_energy[g] = simpson(corr_h, x=times)
    tau_potential[g] = simpson(corr_v, x=times)
    assert abs(tau_energy[g] - (1 / g + g / 4)) < 1e-5
    assert abs(tau_potential[g] - (1 / (2 * g) + g / 2)) < 1e-5
assert min(tau_energy, key=tau_energy.get) == 2.0
assert min(tau_potential, key=tau_potential.get) == 1.0


def linear_map(dt, scale, curvature):
    """One-step matrix and noise covariance read off the production step."""
    def grad(x):
        return curvature * x
    coef = coefficients(dt, scale)
    basis = np.eye(2 * n)
    q, p = basis[:, :n], basis[:, n:]
    out = step(q, p, mode_force(q, grad), grad, dt, coef, 0.0, 0.0)
    matrix = np.hstack(out[:2]).T
    zero = np.zeros((n, n))
    noise_cov = np.zeros((2 * n, 2 * n))
    for a, b in ((eye, zero), (zero, eye)):
        out = step(zero, zero, zero, grad, dt, coef, a, b)
        response = np.hstack(out[:2]).T
        noise_cov += response @ response.T
    return matrix, noise_cov


# Free ring: exact sampling and decay per step
dt_test = 0.2
matrix, noise_cov = linear_map(dt_test, 1.0, 0.0)
pick = np.r_[inner, n + inner]
cov = solve_discrete_lyapunov(matrix[np.ix_(pick, pick)],
                              noise_cov[np.ix_(pick, pick)])
exact_free = np.r_[1 / (beta_n * mass * omega[1:]**2),
                   np.full(n - 1, mass / beta_n)]
free_cov_error = np.max(np.abs(cov - np.diag(exact_free)))
assert free_cov_error < 1e-8


def mode_radius(full, mode):
    block = full[np.ix_([mode, n + mode], [mode, n + mode])]
    return np.max(np.abs(np.linalg.eigvals(block)))


for mode in inner:
    assert abs(mode_radius(matrix, mode)
               - np.exp(-omega[mode] * dt_test)) < 1e-7
radius = {s: mode_radius(linear_map(dt_test, s, 0.0)[0], 1)
          for s in (0.5, 1.0, 1.5)}
assert radius[1.0] < radius[0.5] and radius[1.0] < radius[1.5]

# Harmonic well: time-step error of the stationary distribution
curv = 2.0
theta = omega * dt_test
theta_cot = np.ones(n)
theta_cot[1:] = theta[1:] / np.tan(theta[1:])
omega_eff2 = omega**2 + curv * theta_cot - curv**2 * dt_test**2 / 4
for s in (0.3, 1.0):
    matrix, noise_cov = linear_map(dt_test, s, curv)
    cov = solve_discrete_lyapunov(matrix, noise_cov)
    formula = np.r_[1 / (beta_n * mass * omega_eff2), np.full(n, mass / beta_n)]
    assert np.max(np.abs(cov - np.diag(formula))) < 1e-8
harm_x2_step = np.trace(cov[:n, :n]) / n
harm_x2_exact = np.mean(1 / (beta_n * mass * (omega**2 + curv)))

# Stability limit set by the stiffest ring mode
def stability_margin(dt):
    angle = omega[n // 2] * dt
    return curv * dt**2 / (2 * angle) * np.tan(angle / 2) - 1


dt_limit = brentq(stability_margin, 0.1, 0.999 * np.pi / omega[n // 2])
for s in (0.3, 1.0):
    below = linear_map(0.995 * dt_limit, s, curv)[0]
    above = linear_map(1.005 * dt_limit, s, curv)[0]
    assert np.max(np.abs(np.linalg.eigvals(below))) < 1
    assert np.max(np.abs(np.linalg.eigvals(above))) > 1

# Grid references for the anharmonic well
grid = np.linspace(-6, 6, 241)
dx = grid[1] - grid[0]
diff = grid[:, None] - grid[None, :]
v_grid = potential(grid)


def bead_density(b):
    bn = b / n
    link = np.sqrt(mass / (2 * np.pi * bn)) * np.exp(-mass * diff**2 / (2 * bn))
    half = np.exp(-bn * v_grid / 2)
    return np.diag(np.linalg.matrix_power(half[:, None] * link * half * dx, n))


density = bead_density(beta)
x2_bead = np.sum(density * grid**2) / np.sum(density)
h = 1e-3
e_bead = -(np.log(np.sum(bead_density(beta + h)))
           - np.log(np.sum(bead_density(beta - h)))) / (2 * h)
idx = np.arange(len(grid))
sep = idx[:, None] - idx[None, :]
kinetic = np.where(sep == 0, np.pi**2 / 6,
                   (-1.0) ** np.abs(sep) / np.where(sep == 0, 1, sep)**2)
levels, states = np.linalg.eigh(kinetic / (mass * dx**2) + np.diag(v_grid))
weights = np.exp(-beta * (levels - levels[0]))
weights /= weights.sum()
e_quantum = weights @ levels
x2_quantum = weights @ (states**2 * grid[:, None]**2).sum(axis=0)
boltzmann = np.exp(-beta * v_grid)
x2_classical = np.sum(boltzmann * grid**2) / np.sum(boltzmann)

# Stochastic runs with the production step
rings = 400


def run(dt, steps, scale, seed):
    gen = np.random.default_rng(seed)
    coef = coefficients(dt, scale)
    q = gen.normal(size=(rings, n)) / np.sqrt(beta_n * mass * (omega**2 + 1))
    p = gen.normal(size=(rings, n)) * np.sqrt(mass / beta_n)
    f = mode_force(q, gradient)
    sums = np.zeros((3, rings))
    square = 0.0
    burn = int(round(40 / dt))
    for i in range(burn + steps):
        q, p, f = step(q, p, f, gradient, dt, coef,
                       gen.standard_normal((rings, n)),
                       gen.standard_normal((rings, n)))
        if i < burn:
            continue
        x = q @ C.T
        centroid = q[:, :1] / np.sqrt(n)
        virial = 0.5 * (x - centroid) * gradient(x)
        shape = q[:, 1]**2 + q[:, n - 1]**2
        sums[0] += np.mean(x * x, axis=1)
        sums[1] += np.mean(potential(x) + virial, axis=1) + 0.5 / beta
        sums[2] += shape
        square += np.mean(shape**2)
    means = sums / steps
    variance = square / steps - np.mean(means[2])**2
    tau = steps * dt * np.var(means[2], ddof=1) / (2 * variance)
    return means.mean(axis=1), means.std(axis=1, ddof=1) / np.sqrt(rings), tau


dt_coarse, dt_fine = 0.2, 0.1
coarse, err_coarse, _ = run(dt_coarse, 4000, 1.0, 101)
fine, err_fine, tau_mid = run(dt_fine, 7000, 1.0, 202)
extra = (4 * fine - coarse) / 3
err_extra = np.sqrt((4 * err_fine)**2 + err_coarse**2) / 3
assert abs(extra[0] - x2_bead) < 4 * err_extra[0]
assert abs(extra[1] - e_bead) < 4 * err_extra[1]
assert err_extra[0] < 0.01 * x2_bead and err_extra[1] < 0.01 * e_bead
assert abs(extra[0] - x2_classical) > 10 * err_extra[0]
tau_weak = run(dt_fine, 2500, 0.05, 303)[2]
tau_strong = run(dt_fine, 2500, 20.0, 404)[2]
assert tau_weak > 1.3 * tau_mid and tau_strong > 1.3 * tau_mid

print("Natural units: hbar = m = harmonic frequency = 1")
print(f"beta = {beta:.1f} (1/energy), beads n = {n}, rings = {rings}")
print(f"beta_n = {beta_n:.3f} (1/energy), omega_n = {omega_n:.3f} (frequency)")
print(f"centroid friction = {gamma_0:.2f} (1/time)")
for mode in (1, 2, 4, 8):
    print(f"mode {mode}: omega = {omega[mode]:.4f}, friction = "
          f"{2 * omega[mode]:.4f} (1/time), half-step factor at dt=0.1 = "
          f"{coefficients(0.1)[3][mode]:.4f}")
print(f"free motion vs matrix exponential, max error = {free_error:.1e}")
for g in tau_energy:
    print(f"friction/omega = {g:.1f}: omega*tau_H = {tau_energy[g]:.4f}, "
          f"omega*tau_V = {tau_potential[g]:.4f} (dimensionless)")
print(f"free-ring covariance error at dt=0.2 = {free_cov_error:.1e}")
for s in radius:
    print(f"mode 1 decay factor per step, dt=0.2, friction "
          f"{2 * s:.1f} omega = {radius[s]:.5f}")
print(f"harmonic test curvature = {curv:.1f} (energy/length^2)")
print(f"harmonic <x^2>, dt=0.2 = {harm_x2_step:.5f} (length^2)")
print(f"harmonic <x^2>, dt->0  = {harm_x2_exact:.5f} (length^2)")
print(f"harmonic stability limit of dt = {dt_limit:.5f} (time)")
print(f"pi/omega_max = {np.pi / omega[n // 2]:.5f} (time)")
print("Anharmonic well V = x^2/2 + x^4/4")
print(f"<x^2> classical = {x2_classical:.5f} (length^2)")
print(f"<x^2> 16 beads, grid = {x2_bead:.5f} (length^2)")
print(f"<x^2> quantum, n->infinity = {x2_quantum:.5f} (length^2)")
print(f"E 16 beads, grid = {e_bead:.5f} (energy)")
print(f"E quantum, n->infinity = {e_quantum:.5f} (energy)")
for label, val, err in (("dt=0.2", coarse, err_coarse),
                        ("dt=0.1", fine, err_fine),
                        ("extrapolated", extra, err_extra)):
    print(f"{label}: <x^2> = {val[0]:.5f} +- {err[0]:.5f} (length^2), "
          f"E = {val[1]:.5f} +- {err[1]:.5f} (energy)")
print("Correlation time of q_1^2 + q_15^2 in the well, dt=0.1 (time):")
print(f"internal friction 0.1 omega_k: {tau_weak:.2f}")
print(f"internal friction 2 omega_k:   {tau_mid:.2f}")
print(f"internal friction 40 omega_k:  {tau_strong:.2f}")
print("all assertions hold")
```

Running it gives:

```
Natural units: hbar = m = harmonic frequency = 1
beta = 4.0 (1/energy), beads n = 16, rings = 400
beta_n = 0.250 (1/energy), omega_n = 4.000 (frequency)
centroid friction = 1.00 (1/time)
mode 1: omega = 1.5607, friction = 3.1214 (1/time), half-step factor at dt=0.1 = 0.8555
mode 2: omega = 3.0615, friction = 6.1229 (1/time), half-step factor at dt=0.1 = 0.7363
mode 4: omega = 5.6569, friction = 11.3137 (1/time), half-step factor at dt=0.1 = 0.5680
mode 8: omega = 8.0000, friction = 16.0000 (1/time), half-step factor at dt=0.1 = 0.4493
free motion vs matrix exponential, max error = 2.1e-14
friction/omega = 0.4: omega*tau_H = 2.6000, omega*tau_V = 1.4500 (dimensionless)
friction/omega = 1.0: omega*tau_H = 1.2500, omega*tau_V = 1.0000 (dimensionless)
friction/omega = 2.0: omega*tau_H = 1.0000, omega*tau_V = 1.2500 (dimensionless)
friction/omega = 10.0: omega*tau_H = 2.6000, omega*tau_V = 5.0500 (dimensionless)
free-ring covariance error at dt=0.2 = 3.1e-15
mode 1 decay factor per step, dt=0.2, friction 1.0 omega = 0.85550
mode 1 decay factor per step, dt=0.2, friction 2.0 omega = 0.73188
mode 1 decay factor per step, dt=0.2, friction 3.0 omega = 0.87853
harmonic test curvature = 2.0 (energy/length^2)
harmonic <x^2>, dt=0.2 = 0.35923 (length^2)
harmonic <x^2>, dt->0  = 0.35067 (length^2)
harmonic stability limit of dt = 0.38081 (time)
pi/omega_max = 0.39270 (time)
Anharmonic well V = x^2/2 + x^4/4
<x^2> classical = 0.17256 (length^2)
<x^2> 16 beads, grid = 0.35319 (length^2)
<x^2> quantum, n->infinity = 0.35699 (length^2)
E 16 beads, grid = 0.61406 (energy)
E quantum, n->infinity = 0.62601 (energy)
dt=0.2: <x^2> = 0.35936 +- 0.00039 (length^2), E = 0.63055 +- 0.00062 (energy)
dt=0.1: <x^2> = 0.35541 +- 0.00040 (length^2), E = 0.61918 +- 0.00062 (energy)
extrapolated: <x^2> = 0.35409 +- 0.00055 (length^2), E = 0.61539 +- 0.00085 (energy)
Correlation time of q_1^2 + q_15^2 in the well, dt=0.1 (time):
internal friction 0.1 omega_k: 2.64
internal friction 2 omega_k:   0.55
internal friction 40 omega_k:  2.30
all assertions hold
```
